# Kato's nuclear cusp condition from the local energy: a program that tests the result

```python
"""Kato's nuclear cusp condition, tested in Hartree atomic units.

Result under test: for a Coulomb eigenstate and a point nucleus of charge Z,
the spherically averaged density nbar(r) obeys nbar'(0+) = -2 Z n(0).
Symbols: r = distance from the nucleus, psi = wavefunction, zeta = exponent of
a trial function, r1, r2 = electron-nucleus distances, u = electron-electron
distance, alpha = fixed exponent of the two-electron basis.
The slopes come from finite differences of directly computed densities.
"""
import numpy as np
import sympy as sp
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss

Z = 4.0
print(f"nuclear charge Z = {Z:.1f}")


def forward_slope(f, h=1e-3):
    """One-sided fourth-order derivative of f at zero."""
    c = (-25, 48, -36, 16, -3)
    return sum(ci * f(i * h) for i, ci in enumerate(c)) / (12 * h)


# ---------- poles of the local energy, one electron ----------
x, y, z = sp.symbols("x y z", real=True)
rs = sp.sqrt(x**2 + y**2 + z**2)


def laplacian(f):
    return sum(sp.diff(f, q, 2) for q in (x, y, z))


def local_energy(f):
    return sp.lambdify((x, y, z), -laplacian(f) / (2 * f) - Z / rs, "numpy")


for zeta in (3.5, 4.0):
    e_loc = local_energy(sp.exp(-zeta * rs))
    for r in (0.1, 0.01, 0.001):
        value = e_loc(r / 3, 2 * r / 3, 2 * r / 3)
        assert abs(value - (-zeta**2 / 2 + (zeta - Z) / r)) < 1e-6
        print(f"local energy, zeta={zeta}, r={r} bohr: {value:.4f} hartree")

# terms linear in r with angular momentum l = 0, 1, 2
point = {x: 0.3, y: -0.2, z: 0.7}
for l, f in enumerate((rs, z, 3 * z**2 / rs - rs)):
    factor = float((rs**2 * laplacian(f) / f).subs(point))
    assert abs(factor - (2 - l * (l + 1))) < 1e-9
    print(f"r^2 Laplacian(r Y_l)/(r Y_l), l={l}: {factor + 0.0:.3f}")

# ---------- anisotropic exact eigenstate (2s + 2pz)/sqrt(2) ----------
hybrid_sym = (1 - Z * rs / 2 + Z * z / 2) * sp.exp(-Z * rs / 2)
e_hybrid = local_energy(hybrid_sym)
for p in ((0.1, 0.2, -0.3), (0.001, 0.002, 0.001), (0.5, -0.1, 0.4)):
    assert abs(e_hybrid(*p) + Z**2 / 8) < 1e-7
print(f"hybrid state energy: {e_hybrid(0.1, 0.2, -0.3):.4f} hartree")

cos_g, wcos = leggauss(24)
norm = np.sqrt(Z**3 / (16 * np.pi))


def hybrid(r, c):
    return norm * (1 - Z * r / 2 * (1 - c)) * np.exp(-Z * r / 2)


def average(f):
    return 0.5 * np.sum(wcos * f(cos_g))


def psi_bar(r):
    return average(lambda c: hybrid(r, c))


def hybrid_density(r):
    return average(lambda c: hybrid(r, c)**2)


t, wt = leggauss(80)
rad, wrad = 6 * (t + 1), 6 * wt
total = sum(w * 4 * np.pi * r**2 * hybrid_density(r)
            for r, w in zip(rad, wrad))
assert abs(total - 1) < 1e-8
n0 = hybrid_density(0.0)
print(f"hybrid density at nucleus: {n0:.6f} bohr^-3")
directional = []
for name, c in (("+z", 1.0), ("-z", -1.0), ("across", 0.0)):
    s = forward_slope(lambda r: hybrid(r, c)**2) / n0
    directional.append(s)
    print(f"hybrid n'/n at nucleus, {name}: {s:.4f} bohr^-1")
s_avg = forward_slope(hybrid_density) / n0
print(f"hybrid n'/n at nucleus, averaged: {s_avg:.4f} bohr^-1")
assert abs(s_avg + 2 * Z) < 1e-5
assert abs(directional[0] - directional[1]) > 1

# integrated radial equation at a finite radius
R = 0.3
s_pts, s_w = R * (t + 1) / 2, R * wt / 2
left = R**2 * (psi_bar(R + 1e-5) - psi_bar(R - 1e-5)) / 2e-5
right = sum(w * (-2 * Z * s + Z**2 / 4 * s**2) * psi_bar(s)
            for s, w in zip(s_pts, s_w))
assert abs(left - right) < 1e-8
print(f"r^2 psibar' at r={R} bohr: {left:.7f} bohr^-1/2")
print(f"integral of its source terms: {right:.7f} bohr^-1/2")


def anisotropy(r):
    return average(lambda c: (hybrid(r, c) - psi_bar(r))**2)


ratio = anisotropy(1e-3) / anisotropy(5e-4)
assert abs(ratio - 4) < 0.02
print(f"avg|chi|^2 ratio when r is doubled: {ratio:.4f}")

# ---------- two interacting electrons ----------
alpha = Z - 5 / 16
print(f"two-electron basis exponent alpha: {alpha:.4f} bohr^-1")


def basis(order, r1, r2, u):
    """Symmetric polynomials and the derivatives of polynomial*exponential,
    with the common factor exp(-alpha(r1+r2)) left out."""
    def d(q, m):
        return m * q**max(m - 1, 0)
    cols = [[], [], [], []]
    for i in range(order + 1):
        for j in range(i + 1):
            for k in range(order + 1 - i - j):
                sym = r1**i * r2**j + r1**j * r2**i
                p = sym * u**k
                cols[0].append(p)
                cols[1].append((d(r1, i) * r2**j + d(r1, j) * r2**i)
                               * u**k - alpha * p)
                cols[2].append((r1**i * d(r2, j) + r1**j * d(r2, i))
                               * u**k - alpha * p)
                cols[3].append(sym * d(u, k))
    return [np.stack(c, axis=-1) for c in cols]


def solve(order):
    """Variational ground state; the quadrature is exact for this basis."""
    g, w = laggauss(12)
    a, b, c = (q.ravel() for q in np.meshgrid(g, g, g, indexing="ij"))
    a, b, c = a / alpha, b / alpha, c / (2 * alpha)
    r1, r2, u = (b + c) / 2, (a + c) / 2, (a + b) / 2
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel() / (2 * alpha**3)
    weight = weight * 2 * np.pi**2 * r1 * r2 * u
    parts = basis(order, r1, r2, u)
    tri = np.linalg.qr(np.sqrt(weight)[:, None] * parts[0], mode="r")
    transform = np.linalg.inv(tri)
    F, F1, F2, Fu = (q @ transform for q in parts)

    def bracket(A, f, B):
        return A.T @ ((weight * f)[:, None] * B)
    one = np.ones_like(r1)
    c1 = (r1**2 + u**2 - r2**2) / (2 * r1 * u)
    c2 = (r2**2 + u**2 - r1**2) / (2 * r2 * u)
    cross = bracket(F1, c1, Fu) + bracket(F2, c2, Fu)
    H = 0.5 * (bracket(F1, one, F1) + bracket(F2, one, F2)
               + 2 * bracket(Fu, one, Fu) + cross + cross.T)
    H = H + bracket(F, -Z / r1 - Z / r2 + 1 / u, F)
    energies, vectors = np.linalg.eigh((H + H.T) / 2)
    return energies[0], transform @ vectors[:, 0]


def wavefunction(order, coef, r1, r2, u):
    r1, r2, u = np.broadcast_arrays(r1, r2, u)
    return basis(order, r1, r2, u)[0] @ coef * np.exp(-alpha * (r1 + r2))


leg, wleg = leggauss(30)
lag, wlag = laggauss(24)


def density(order, coef, r):
    """Electron density at distance r, by integrating over electron 2."""
    far = r + lag / (2 * alpha)
    wfar = wlag * np.exp(lag) / (2 * alpha)
    if r == 0:
        f = wavefunction(order, coef, 0.0, far, far)**2
        return 2 * 4 * np.pi * np.sum(wfar * far**2 * f)
    r2 = np.concatenate((r * (leg + 1) / 2, far))
    w2 = np.concatenate((r * wleg / 2, wfar))
    low, high = np.abs(r - r2), r + r2
    half = (high - low) / 2
    u = (high + low)[:, None] / 2 + half[:, None] * leg
    f = wavefunction(order, coef, r, r2[:, None], u)**2
    inner = half * ((f * u) @ wleg)
    return 2 * 2 * np.pi / r * np.sum(w2 * r2 * inner)


energies, cusps = [], []
for order in (0, 2, 4, 6):
    energy, coef = solve(order)
    n_nuc = density(order, coef, 0.0)
    slope = forward_slope(lambda r: density(order, coef, r))
    energies.append(energy)
    cusps.append(-slope / (2 * n_nuc))
    print(f"degree {order}, {len(coef)} functions: E = {energy:.6f} hartree")
    print(f"  n(0) = {n_nuc:.4f} bohr^-3, n'(0) = {slope:.3f} bohr^-4")
    print(f"  -n'(0)/(2 n(0)) = {cusps[-1]:.5f} bohr^-1")

# closed-form energy of the single product function checks the solver
assert abs(energies[0] - (alpha**2 - 2 * Z * alpha + 5 * alpha / 8)) < 1e-9
assert all(b < a for a, b in zip(energies, energies[1:]))
assert abs(cusps[0] - Z) > 0.2
assert abs(cusps[-1] - Z) < 0.01 * Z
assert abs(cusps[-1] - Z) < 0.1 * abs(cusps[0] - Z)

rr, wr = 2.5 * (t + 1), 2.5 * wt
count = sum(w * 4 * np.pi * r**2 * density(order, coef, r)
            for r, w in zip(rr, wr))
assert abs(count - 2) < 1e-6
print(f"integrated two-electron density: {count:.6f}")

# wavefunction slopes for electron 1 while electron 2 stays fixed
r2_fixed = 0.3


def psi_direction(r, c):
    u = np.sqrt(r**2 + r2_fixed**2 - 2 * r * r2_fixed * c)
    return wavefunction(order, coef, r, r2_fixed, u)


psi0 = psi_direction(0.0, 0.0)
toward = forward_slope(lambda r: psi_direction(r, 1.0)) / psi0
away = forward_slope(lambda r: psi_direction(r, -1.0)) / psi0
mean = forward_slope(
    lambda r: average(lambda c: psi_direction(r, c))) / psi0
print(f"electron 2 fixed at {r2_fixed} bohr; psi'/psi of electron 1:")
print(f"  toward electron 2: {toward:.4f} bohr^-1")
print(f"  away from electron 2: {away:.4f} bohr^-1")
print(f"  averaged over directions: {mean:.4f} bohr^-1")
assert toward < mean < away
assert abs(mean + Z) < 0.03 * Z

r_small = 0.01
n_small = density(order, coef, r_small)
linear = n_nuc * (1 - 2 * Z * r_small)
assert abs(n_small - linear) < 0.01 * n_nuc
print(f"density at r={r_small} bohr: {n_small:.4f} bohr^-3")
print(f"linear cusp estimate there: {linear:.4f} bohr^-3")

print("all tests passed")
```

Running it gives:

```
nuclear charge Z = 4.0
local energy, zeta=3.5, r=0.1 bohr: -11.1250 hartree
local energy, zeta=3.5, r=0.01 bohr: -56.1250 hartree
local energy, zeta=3.5, r=0.001 bohr: -506.1250 hartree
local energy, zeta=4.0, r=0.1 bohr: -8.0000 hartree
local energy, zeta=4.0, r=0.01 bohr: -8.0000 hartree
local energy, zeta=4.0, r=0.001 bohr: -8.0000 hartree
r^2 Laplacian(r Y_l)/(r Y_l), l=0: 2.000
r^2 Laplacian(r Y_l)/(r Y_l), l=1: 0.000
r^2 Laplacian(r Y_l)/(r Y_l), l=2: -4.000
hybrid state energy: -2.0000 hartree
hybrid density at nucleus: 1.273240 bohr^-3
hybrid n'/n at nucleus, +z: -4.0000 bohr^-1
hybrid n'/n at nucleus, -z: -12.0000 bohr^-1
hybrid n'/n at nucleus, across: -8.0000 bohr^-1
hybrid n'/n at nucleus, averaged: -8.0000 bohr^-1
r^2 psibar' at r=0.3 bohr: -0.1560554 bohr^-1/2
integral of its source terms: -0.1560554 bohr^-1/2
avg|chi|^2 ratio when r is doubled: 3.9920
two-electron basis exponent alpha: 3.6875 bohr^-1
degree 0, 1 functions: E = -13.597656 hartree
  n(0) = 31.9210 bohr^-3, n'(0) = -235.417 bohr^-4
  -n'(0)/(2 n(0)) = 3.68750 bohr^-1
degree 2, 7 functions: E = -13.654778 hartree
  n(0) = 34.1814 bohr^-3, n'(0) = -271.500 bohr^-4
  -n'(0)/(2 n(0)) = 3.97146 bohr^-1
degree 4, 22 functions: E = -13.655517 hartree
  n(0) = 34.3719 bohr^-3, n'(0) = -274.655 bohr^-4
  -n'(0)/(2 n(0)) = 3.99534 bohr^-1
degree 6, 50 functions: E = -13.655560 hartree
  n(0) = 34.3888 bohr^-3, n'(0) = -274.958 bohr^-4
  -n'(0)/(2 n(0)) = 3.99779 bohr^-1
integrated two-electron density: 2.000000
electron 2 fixed at 0.3 bohr; psi'/psi of electron 1:
  toward electron 2: -4.2245 bohr^-1
  away from electron 2: -3.7766 bohr^-1
  averaged over directions: -4.0006 bohr^-1
density at r=0.01 bohr: 31.7490 bohr^-3
linear cusp estimate there: 31.6377 bohr^-3
all tests passed
```
